# Shear rigidity of a free Fermi gas with relaxed or frozen occupations, part 2

How does a gas of $N$ free spin-1/2 fermions of mass $m$ in volume $V$ respond to shear? Its density is $n=N/V=k_F^3/3\pi^2$, with Fermi wavevector $k_F$. A particle of wavevector $\mathbf k$ has energy $\varepsilon=\hbar^2k^2/2m$, and $E_F=\hbar^2k_F^2/2m$. Temperature is $T$, chemical potential $\mu$. Formulas are in SI units, with elementary charge $e$ and vacuum permittivity $\varepsilon_0$.

A deformation $\mathbf r\to F\mathbf r$ with engineering shear $\gamma$ moves a point at height $y$ by $\gamma y$ along $x$ (simple shear). In the affine model, occupations are frozen and wavevectors become $F^{-T}\mathbf k$, here

$$\mathbf k'=(k_x,\;k_y-\gamma k_x,\;k_z).$$

With $\langle\cdots\rangle$ the average over the initial isotropic occupation, $u$ the energy per volume and $u_0$ its unsheared value,

$$u(\gamma)=u_0\left(1+\frac{\gamma^2}{3}\right),\qquad G=\left.\frac{d^2u}{d\gamma^2}\right|_{\gamma=0}.$$

The frozen modulus $G$ equals the pressure $P=2u_0/3$, which is $\tfrac25\,nE_F$ at zero temperature. If the levels are refilled, $G=0$. With tension positive, the frozen stress is

$$\sigma_{xy}=-\frac{n\hbar^2}{m}\langle k'_xk'_y\rangle=P\gamma .$$

The closing table also lists earlier checks:

- **Pure shear** (stretch $x$ by $e^{\gamma/2}$, shrink $y$ by $e^{-\gamma/2}$) gives the same modulus.
- **The symmetric strain matrix**, with $\gamma/2$ in both off-diagonal places, changes the volume at second order, so its frozen energy curvature is $\frac32P$.
- **The finite-strain test** integrated the stress over the deformed sphere at $\gamma=0.3$.
- **The cell test** used 4290 particles in a cubic cell at $k_BT=0.15\,E_F$. The refilled modulus came from free energies at $\gamma=-0.1$, $0$ and $0.1$, the frozen one from the energy at fixed occupations.

Q: But a free particle feels no force. Why should its momentum change because something around it is being sheared?

A: Its momentum in the laboratory need not change. What changes is its momentum relative to the medium. Let the medium move with velocity $\dot\gamma y$ along $x$. A free particle of constant momentum $\mathbf p$ has relative momentum

$$\pi_x=p_x-m\dot\gamma y,\qquad \pi_y=p_y .$$

Differentiating, and using $m\,dy/dt=p_y=\pi_y$,

$$\frac{d\pi_x}{dt}=-\dot\gamma\,\pi_y-m\ddot\gamma\,y .$$

The first term is a deformation of the momentum distribution. The second is the inertial force that appears when the medium accelerates. The affine model leaves it out, which amounts to assuming that something carries the particles along with the medium. A gas with nothing to carry it would stay behind, and the model would not describe it.

Without the inertial term, $\pi_x=\pi_{x0}-\gamma\pi_{y0}$. This is not the same map as $F^{-T}$, since here the $x$ component changes. Yet $\langle\pi_x\pi_y\rangle=-\gamma\langle\pi_{y0}^2\rangle$, and isotropy gives the same shear stress $P\gamma$. The energy also agrees, because the mean square momentum grows by the same fraction $\gamma^2/3$. The two ellipsoids differ in orientation, and their normal stresses differ at second order in $\gamma$.

Q: Real particles collide. When is the gas frozen, and when has it relaxed?

A: Use the simplest model of relaxation. Collisions return the occupation to a sphere at rest in the medium at a rate $1/\tau$, and the heat produced is removed, so that the sphere keeps its size. Between collisions the particles are still assumed to be carried along with the medium, so the inertial term stays out. During a time $dt$ the shear grows by $d\gamma$ and $k'_xk'_y$ changes by $-k_x'^2\,d\gamma$. Simple shear does not change $k'_x$, and collisions restore a sphere with the same $\langle k_x^2\rangle$, so this adds $P\,d\gamma$ to the stress. A sphere has no shear stress, so collisions remove $\sigma\,dt/\tau$. Writing $\sigma$ for $\sigma_{xy}$,

$$\frac{d\sigma}{dt}=P\frac{d\gamma}{dt}-\frac{\sigma}{\tau}.$$

After a sudden shear $\gamma_0$ the stress starts at $P\gamma_0$ and decays as $e^{-t/\tau}$. For slow shear the left side is negligible and $\sigma=P\tau\,d\gamma/dt$, which is a viscous fluid with viscosity $P\tau$.

For a steady oscillation $\gamma=\gamma_0\sin\omega t$, write

$$\sigma=\gamma_0\,(G'\sin\omega t+G''\cos\omega t).$$

The storage modulus $G'$ is the part in step with the strain, and the loss modulus $G''$ is the part in step with the strain rate. Substitution gives

$$\omega G'\cos\omega t-\omega G''\sin\omega t=P\omega\cos\omega t-\frac{G'\sin\omega t+G''\cos\omega t}{\tau}.$$

The sine terms require $G'=\omega\tau G''$. The cosine terms require $\omega G'=P\omega-G''/\tau$. Multiplying the latter by $\tau$ and inserting the former gives $G''(1+\omega^2\tau^2)=P\omega\tau$, so

$$G'=P\frac{\omega^2\tau^2}{1+\omega^2\tau^2},\qquad G''=P\frac{\omega\tau}{1+\omega^2\tau^2}.$$

For $\omega\tau\gg1$ the storage modulus tends to $P$. For $\omega\tau\ll1$ it vanishes as $(\omega\tau)^2$. The zero modulus and the modulus $P$ are the slow and fast limits of one gas, provided that something other than these collisions carries it along. If the collisions alone did so, the shear rate $w$ of the gas itself would lag behind that of the medium, following $dw/dt=(d\gamma/dt-w)/\tau$, and $w$ would replace $d\gamma/dt$ in the stress equation. For a steady oscillation this gives $G'=2P\omega^2\tau^2/(1+\omega^2\tau^2)^2$. The storage modulus would then be twice as large for $\omega\tau\ll1$, and it would fall again for $\omega\tau>1$.

Q: Can that be checked without solving the same differential equation again?

A: One can add up the particles by the time $s$ since their last collision. These times have the weight $e^{-s/\tau}/\tau$, and each group forms a sphere deformed by the shear accumulated since then. Summing the integrated stresses of these spheres for $\omega\tau=0.7$ and a strain amplitude of 0.2 gave $G'/P=0.3289$ and $G''/P=0.4698$. The formulas give $0.49/1.49$ and $0.7/1.49$, which are the same values.

Q: Put in numbers for the electrons in a metal line on a chip.

A: I take round parameters: $n=100\ \mathrm{nm^{-3}}$, the free-electron mass, a temperature of 400 K and $\tau=10$ fs. Then

$$k_F=(3\pi^2\times100\ \mathrm{nm^{-3}})^{1/3}=14.36\ \mathrm{nm^{-1}},\qquad E_F=\frac{\hbar^2k_F^2}{2m}=7.856\ \mathrm{eV},$$

$$P=0.4\times100\times7.856\ \mathrm{eV/nm^3}=314.2\ \mathrm{eV/nm^3}=50.35\ \mathrm{GPa}.$$

A sudden shear of 0.1% produces an initial stress of $50.35\ \mathrm{GPa}\times10^{-3}$, or about 50 MPa, which decays within tens of femtoseconds. The energy $\frac12P\gamma^2=0.025\ \mathrm{J/cm^3}$ stored at first becomes heat. The viscosity $P\tau$ is 0.50 mPa s.

At a vibration frequency of 1 GHz, $\omega\tau=6.28\times10^{-5}$. The loss modulus is $P\omega\tau=3.2$ MPa, and the storage modulus is $P(\omega\tau)^2$, about 200 Pa. This last figure assumes that something other than collisions carries the electrons along. In a metal that carrier is the induced electric field, which does the job only when the shear is uniform over lengths well beyond the skin depth, about 3 µm for these parameters at 1 GHz. A 1 GHz shear wave is only about 2 µm long, so collisions do most of the carrying and the storage modulus moves toward the doubled value, about 400 Pa, while the loss modulus hardly changes. In a line whose width approaches the electron free path, these bulk formulas do not apply. The condition $\omega\tau=1$ is reached at 16 THz. The lattice vibrations of copper, for comparison, lie below about 8 THz, so with this $\tau$ even a uniform shear at the highest of these frequencies would not reach the frozen limit: $\omega\tau=0.5$ and $G'=0.2P$. With $\tau=25$ fs the same frequency gives $\omega\tau=1.3$ and $G'=0.6P$. Real lattice waves at terahertz frequencies are also only a few nanometres long or shorter, while an electron here travels about $\hbar k_F\tau/m=17$ nm between collisions, so the formulas for uniform shear do not apply to them. The sudden shear above is an idealization that shows the scale of the stress. At 1 GHz this electron gas is a viscous fluid with almost no elastic response to shear.

Q: You used the zero-temperature pressure at 400 K. How much does that matter?

A: Very little, because $k_BT/E_F=4.39\times10^{-3}$. To see the size of the correction, integrate by parts so that the density is proportional to the average of $\varepsilon^{3/2}$, and the energy density to that of $\varepsilon^{5/2}$, over the narrow weight $-\partial f/\partial\varepsilon$. Here $f$ is the Fermi function. This weight is centred on $\mu$ and has variance $\pi^2(k_BT)^2/3$. With $t=k_BT/E_F$ and to order $t^2$, fixed density requires

$$\left(\frac{\mu}{E_F}\right)^{3/2}\left(1+\frac{\pi^2t^2}{8}\right)=1,\qquad\text{so}\qquad \frac{\mu}{E_F}=1-\frac{\pi^2t^2}{12}.$$

The energy density relative to its zero-temperature value is then

$$\left(\frac{\mu}{E_F}\right)^{5/2}\left(1+\frac{5\pi^2t^2}{8}\right)=1-\frac{5\pi^2t^2}{24}+\frac{15\pi^2t^2}{24}=1+\frac{5\pi^2t^2}{12}.$$

The frozen modulus rises by the same fraction, which is 0.0079% here.

Q: Electrons repel one another. Surely that is a larger omission.

A: It is. One part that can be worked out in closed form is the bare exchange energy, which is the Coulomb energy between electrons of equal spin due to the antisymmetry of the wavefunction. Per volume it is

$$u_x=-\frac{e^2}{\varepsilon_0}\int\!\!\int\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac1{|\mathbf k-\mathbf k'|^2},$$

with both wavevectors in the occupied region. The factor $\frac12$ for counting pairs has cancelled the factor 2 for spin.

Group the pairs by their separation $\mathbf q$. The number of pairs is measured by the overlap of two spheres whose centres are a distance $q$ apart, which consists of two equal caps:

$$W(q)=2\pi\int_{q/2}^{k_F}(k_F^2-z^2)\,dz=\frac{4\pi}{3}k_F^3-\pi k_F^2q+\frac{\pi}{12}q^3 .$$

Its integral from 0 to $2k_F$ is $\left(\frac83-2+\frac13\right)\pi k_F^4=\pi k_F^4$. The factor $q^2$ of the volume element cancels $1/q^2$, and with $n=k_F^3/3\pi^2$

$$u_x(0)=-\frac{4\pi e^2}{(2\pi)^6\varepsilon_0}\,\pi k_F^4=-\frac{e^2k_F^4}{16\pi^4\varepsilon_0}=-\frac{3e^2k_Fn}{16\pi^2\varepsilon_0}.$$

Under shear the separations become $F^{-T}\mathbf q$, while the volume elements stay the same. With $x$ and $y$ now the components of the unit vector along $\mathbf q$, the squared length is multiplied by $1+\delta$, where $\delta=-2\gamma xy+\gamma^2x^2$.

The angular averages needed are $\langle x^2\rangle=\frac13$ and $\langle x^2y^2\rangle$. From $\langle x^4\rangle=\frac15$ and $\langle x^2(x^2+y^2+z^2)\rangle=\frac13$ we get $\frac15+2\langle x^2y^2\rangle=\frac13$, hence $\langle x^2y^2\rangle=\frac1{15}$. To second order,

$$\left\langle\frac1{1+\delta}\right\rangle=1-\langle\delta\rangle+\langle\delta^2\rangle=1-\frac{\gamma^2}{3}+\frac{4\gamma^2}{15}=1-\frac{\gamma^2}{15}.$$

Since $u_x(0)$ is negative, shear raises the exchange energy, and the added modulus is $G_x=\frac2{15}|u_x(0)|$. In the example the exchange energy is $-4.936$ eV per electron, so $G_x=\frac2{15}\times100\times4.936\ \mathrm{eV/nm^3}=10.5$ GPa, or 21% of $P$. Screening and correlation are not included, so this is an estimate of scale.

Q: Does the modulus still equal the pressure when exchange is included?

A: It does not. The exchange energy density varies as $n^{4/3}$, so at fixed $N$ the total exchange energy varies as $V^{-1/3}$ and contributes the pressure $u_x/3$, which is negative. Its contribution to the frozen modulus is positive.

The equality also depends on the quadratic dispersion. For particles with $\varepsilon=\hbar ck$, where $c$ is a constant speed, the mean of $(1+\delta)^{1/2}$ is

$$1+\frac{\langle\delta\rangle}{2}-\frac{\langle\delta^2\rangle}{8}=1+\frac{\gamma^2}{6}-\frac{\gamma^2}{30}=1+\frac{2\gamma^2}{15}.$$

With energy density $u$ this gives $G=\frac4{15}u$. The energy now scales as $V^{-1/3}$, so $P=u/3$ and $G=\frac45P$.

Q: A metal line plainly resists a slow shear. If its electron gas does not, what does?

A: The free gas leaves out the ions. As a first scale, put one singly charged point ion per electron on a face-centred cubic lattice in a uniform electron background. At this density the cubic lattice constant is 0.342 nm. The static modulus from the Coulomb energy is 32.0 GPa for simple shear along the cube axes, and 3.6 GPa when one cube axis is stretched and another shortened at fixed volume. The point-ion lattice therefore has static rigidity, and a strongly direction-dependent one. The response of the electrons to the ionic potential and the repulsion of ion cores are missing, so these figures do not predict the modulus of a particular metal.

Q: How does all this compare with real wiring, copper for instance?

A: Copper has roughly 85 conduction electrons per cubic nanometre, counting one per atom, which is somewhat below the model density. Since $P$ varies as $n^{5/3}$, the frozen modulus at copper's density would be about 38 GPa. Its relaxation time for electrical resistance near room temperature is a few tens of femtoseconds, longer than the 10 fs used here. The time for the Fermi surface to recover its shape need not be the same. At low frequency the loss modulus grows in proportion to $\tau$ and the storage modulus as $\tau^2$, with density and frequency held fixed.

The shear modulus of polycrystalline copper is roughly 50 GPa. Its closeness to the frozen value of 50.35 GPa is an accident of the round density chosen here and must not be read as an explanation. At 1 GHz the storage modulus of the model electrons is only about 200 Pa. The assumption that fails most seriously for slow stress in a real line is the absence of ions. In the point-ion estimate their inclusion moves the static modulus from zero to between 3.6 and 32 GPa for the two shears considered. Copper also has a nonspherical Fermi surface and bands that change with strain, and I have not estimated those effects. For stress analysis at ordinary mechanical frequencies, the frozen electron modulus should not be added to the measured elastic constants of the metal: those already contain the electronic response at the frequency of measurement. The computed values are collected in the numerical output below.

## Table of computed values

```
Electron density: 100 nm^-3
Temperature: 400 K
Relaxation time: 10 fs
Vibration frequency: 1 GHz
Sudden shear strain: 0.1 %
Fermi wavevector: 14.360 nm^-1
Fermi energy: 7.856 eV
Mean kinetic energy per electron: 4.714 eV
Pressure from volume derivative: 314.24 eV/nm^3
Pressure from volume derivative: 50.35 GPa
Frozen modulus, simple shear: 50.35 GPa
Frozen modulus, pure shear: 50.35 GPa
Symmetric-matrix curvature / P: 1.5001
Shear used in finite-strain test: 0.3
Finite-shear stress / (P gamma): 1.00000
Cell test particle number: 4290
Cell test kT / E_F: 0.15
Cell test refilled modulus / P: 2.0e-07
Cell test frozen modulus / P: 1.00000
Relaxation test omega tau: 0.7
Relaxation test storage modulus / P: 0.3289
Relaxation test loss modulus / P: 0.4698
Initial stress after sudden shear: 50.35 MPa
Stored energy after sudden shear: 0.0252 J/cm^3
Electron shear viscosity: 0.503 mPa s
Frequency at omega tau = 1: 15.92 THz
Example omega tau: 6.283e-05
Storage modulus at example frequency: 198.8 Pa
Loss modulus at example frequency: 3.163 MPa
Example kT / E_F: 4.388e-03
Thermal change of frozen modulus: 0.0079 %
Bare exchange energy per electron: -4.936 eV
Bare exchange shear contribution: 10.54 GPa
Exchange contribution / P: 20.9 %
fcc lattice constant: 0.3420 nm
Ion modulus, simple shear on cube axes: 31.99 GPa
Ion modulus, stretch along cube axes: 3.57 GPa
```
